# Why isotopes shift polar phonons but not the harmonic static permittivity

**Q.** Suppose I grow two silica films that differ only in the oxygen isotope. With $^{18}$O the strong infrared bands near 450 and 1100 cm$^{-1}$ move down by about four percent. Each band adds its strength divided by $\omega^2$ to the static permittivity. Should the heavier film not have the larger permittivity?

**A.** Begin with what a static field does, before any phonon is mentioned. I assume a stable insulating crystal of fixed cell shape and volume $\Omega$, with electrons that follow the nuclei adiabatically and forces linear in the displacements. I use atomic units.

Collect the displacements of the $N$ atoms of a cell in a column $u$ of length $3N$. In a uniform macroscopic field $E$, the part of the cell energy that depends on $u$ is

$$U=\tfrac12u^TCu-u^TZE .$$

Here $C$ holds the force constants at zero macroscopic field. The $3N\times3$ matrix $Z$ holds the Born charges: $ZE$ is the force exerted by the field, and $Z^Tu$ is the dipole made by the displacements. One matrix serves both purposes because both are the same mixed derivative of the energy.

At rest the total force $-Cu+ZE$ vanishes, so

$$Cu=ZE .$$

A rigid shift $u=Tc$, where $T$ stacks $N$ unit matrices, costs no energy, so $CT=0$. Multiplying the force equation by $T^T$ gives $0=T^TZE$. A solution therefore requires $\sum_sZ_s=0$, the neutrality of the Born charges. The solution is then fixed up to a rigid shift, which carries no dipole because $Z^TT=0$.

Let $C^+$ be the inverse of $C$ on the space without rigid shifts. The ionic polarization is $P=Z^TC^+ZE/\Omega$. Since the displacement field is $\varepsilon_\infty E+4\pi P$,

$$\varepsilon(0)-\varepsilon_\infty=\frac{4\pi}{\Omega}Z^TC^+Z .$$

No mass has entered. Atoms at rest balance forces, and inertia has no part in that balance. An isotope has the same nuclear charge, so it leaves the adiabatic $C$, $Z$ and $\varepsilon_\infty$ unchanged at fixed geometry.

**Q.** But a spectrometer gives me frequencies and strengths, and both involve masses. How does the sum over bands lose them?

**A.** Let $M$ be the diagonal mass matrix and let the field oscillate at frequency $\omega$. Newton's law reads $-\omega^2Mu=-Cu+ZE$. Put $u=M^{-1/2}v$ and multiply from the left by $M^{-1/2}$:

$$(D-\omega^2)v=M^{-1/2}ZE,\qquad D=M^{-1/2}CM^{-1/2}.$$

Take orthonormal eigenvectors, $De_m=\omega_m^2e_m$, and define the mode dipoles $p_m=Z^TM^{-1/2}e_m$. Projecting the equation on $e_m$ gives $(\omega_m^2-\omega^2)\,e_m^Tv=p_m^TE$. The three acoustic eigenvectors have the form $M^{1/2}Tc$, so their dipole is $Z^TTc=0$. Only optical modes remain in the dipole $Z^TM^{-1/2}v$:

$$\varepsilon(\omega)-\varepsilon_\infty=\frac{4\pi}{\Omega}\sum_m\frac{p_mp_m^T}{\omega_m^2-\omega^2}.$$

At $\omega=0$ the displacement is $u_0=M^{-1/2}\sum_me_m\,(p_m^TE)/\omega_m^2$. Apply $C=M^{1/2}DM^{1/2}$ to it:

$$Cu_0=M^{1/2}\sum_me_m\,p_m^TE=M^{1/2}\Big(\sum_me_me_m^T\Big)M^{-1/2}ZE=ZE .$$

The last step uses completeness. The acoustic terms missing from the sum would add nothing, since their $p_m$ vanish. Thus $u_0$ solves the mass-free force equation, and its dipole is the static one:

$$\frac{4\pi}{\Omega}\sum_m\frac{p_mp_m^T}{\omega_m^2}=\frac{4\pi}{\Omega}Z^TC^+Z .$$

Your argument lowered $\omega_m^2$ but kept the strength $p_mp_m^T$ fixed. The strengths change too. Their sum, again by completeness, is $\sum_mp_mp_m^T=Z^TM^{-1}Z$, which falls as masses grow.

**Q.** Can I see the cancellation in a case small enough for pencil and paper?

**A.** Take two atoms on a line with charges $Z_1,Z_2$, masses $m_1,m_2$, total mass $m=m_1+m_2$ and an effective spring $k$. The optical eigenvector is $e=(\sqrt{m_2},-\sqrt{m_1})/\sqrt m$, and $\omega^2=km/(m_1m_2)$. The mode dipole is

$$p=\frac{1}{\sqrt m}\left(Z_1\sqrt{\frac{m_2}{m_1}}-Z_2\sqrt{\frac{m_1}{m_2}}\right)=\frac{Z_1m_2-Z_2m_1}{\sqrt{m_1m_2m}} ,$$

so that

$$\frac{p^2}{\omega^2}=\frac{(Z_1m_2-Z_2m_1)^2}{m^2k}.$$

With $Z_2=-Z_1$ the numerator is $Z_1^2m^2$ and the result is $Z_1^2/k$. If the charges do not add to zero, the masses stay. This matters for calculated Born charges: a residual net charge makes the optical sum depend falsely on the isotope, so neutrality should be restored first.

**Q.** Silica has several bands. What does each of them do?

**A.** Consider an idealized cristobalite network with straight Si-O-Si links, two Si and four O per cell. The lattice constant is 7.2 Å and $\Omega=93.312$ Å$^3$. Each Si-O bond has a stretching constant $k_s=24$ eV/Å$^2$ and a constant $k_t=4$ eV/Å$^2$ for relative motion across the bond. Oxygen has charge $Z_\parallel=-3.0$ along its link and $Z_\perp=-1.4$ across it, and $\varepsilon_\infty=2.1$. These are round model parameters.

Let $n_j$ be the direction of link $j$. The four directions are tetrahedral, so $\sum_jn_jn_j^T=\tfrac43\mathbf 1$ and $\sum_j(\mathbf 1-n_jn_j^T)=\tfrac83\mathbf 1$. The oxygen charges add to $\tfrac43(Z_\parallel+2Z_\perp)=-7.733$, and neutrality gives each Si $+3.867$.

Let both Si atoms move by $w$ and oxygen $j$ by $w+r_j$. With $K_j=k_sn_jn_j^T+k_t(\mathbf 1-n_jn_j^T)$, the two bonds of an oxygen give $2K_jr_j=Z_jE$. Each Si feels the bond force $\sum_jK_jr_j=\tfrac12\sum_jZ_jE=-Z_{\rm Si}E$, which cancels the field force $Z_{\rm Si}E$. All atoms are balanced, so this is the solution. The dipole is $\sum_jZ_jr_j=\sum_jZ_j(2K_j)^{-1}Z_jE$, and the sum over directions gives

$$\varepsilon(0)-\varepsilon_\infty=\frac{4\pi}{\Omega}\,\frac43\left[\frac{Z_\parallel^2}{2k_s}+\frac{2Z_\perp^2}{2k_t}\right].$$

In eV and Å the prefactor is $4\pi e^2/\Omega=1.93921$ eV/Å$^2$, with $e^2$ short for $e^2/4\pi\epsilon_0$. Stretching gives $1.93921\times\tfrac43\times9/48=0.4848$, and transverse motion gives $1.93921\times\tfrac43\times3.92/8=1.2670$. The ionic part is 1.7518 and $\varepsilon(0)=3.852$.

For the free vibrations, inversion about an oxygen site exchanges the two Si atoms. Modes in which these move oppositely carry no dipole, so let both move by $w$. Write $a=2k_s$, $b=2k_t$ and $x=m_{\rm O}\omega^2$. The oxygen equation $xu_j=2K_j(u_j-w)$ gives

$$u_j=\left[\frac{a}{a-x}n_jn_j^T+\frac{b}{b-x}(\mathbf 1-n_jn_j^T)\right]w .$$

The total momentum of an optical mode is zero, $2m_{\rm Si}w+m_{\rm O}\sum_ju_j=0$. Hence

$$2m_{\rm Si}+\frac{4m_{\rm O}}3\left[\frac a{a-x}+\frac{2b}{b-x}\right]=0 .$$

Multiply by $(a-x)(b-x)/(2m_{\rm Si})$ and set $r=2m_{\rm O}/(3m_{\rm Si})$. The bracket becomes $a(b-x)+2b(a-x)=3ab-(a+2b)x$, so

$$x^2-x[a+b+r(a+2b)]+ab(1+3r)=0 .$$

Modes with $w=0$ have $x=a$ or $x=b$. The Si force balance then makes $\sum_ju_j=0$, and they have no dipole. There are thus two polar bands, each threefold degenerate. For masses 16 and 28, $r=0.38095$ and the equation is $x^2-80.381x+822.86=0$, with roots 12.04 and 68.34 eV/Å$^2$. The energies $\hbar\sqrt{x/m_{\rm O}}$ are 0.05609 and 0.13362 eV.

With mass numbers as round masses, the transverse energies and the shares of the ionic permittivity are:

| Isotopes | Energies (eV) | Shares | Sum |
|---|---|---|---|
| $^{16}$O, $^{28}$Si | 0.05609, 0.13362 | 0.9445, 0.8073 | 1.7518 |
| $^{18}$O, $^{28}$Si | 0.05355, 0.12848 | 0.9166, 0.8352 | 1.7518 |
| $^{16}$O, $^{30}$Si | 0.05567, 0.13220 | 0.9603, 0.7914 | 1.7518 |

In wavenumbers, $^{18}$O moves the bands from 452 and 1078 cm$^{-1}$ to 432 and 1036 cm$^{-1}$, by $-4.5$ and $-3.8$ percent.

**Q.** The low band moves down with $^{18}$O, yet its share shrinks. Why?

**A.** Multiply each share by its squared energy to get its strength. From $^{16}$O to $^{18}$O the strength of the low band falls by 11.5 percent, while its $\omega^2$ falls by 8.8 percent, so its share falls. In the high band the strength falls by 4.4 percent and $\omega^2$ by 7.5 percent, so its share rises. The summed strength goes from 0.017385 to 0.016415 eV$^2$, a loss of 5.6 percent.

The shares move because changing one element alters the eigenvectors. If every mass were multiplied by the same factor $\lambda$, $D$ would become $D/\lambda$ with unchanged eigenvectors. Every $\omega_m^2$ and every $p_mp_m^T$ would fall by $\lambda$, and each share would stay constant by itself.

**Q.** What if only some oxygen atoms are exchanged, at random?

**A.** The derivation allows any diagonal $M$, and the cell may be as large as you like. With one $^{18}$O among the four oxygens of the model cell, the symmetry is lower and six distinct polar energies appear instead of two. The ionic permittivity is still 1.7518, and the whole tensor stays isotropic, because $C$ and $Z$ keep the full symmetry.

**Q.** I can also measure longitudinal frequencies. Do they respect the same rule?

**A.** They do, through a product. For a long-wavelength longitudinal wave along $q$ there is no free charge, so the displacement field along $q$ vanishes. With isotropic $\varepsilon_\infty$ and $Z_q$ the column of $Z$ for that direction, $\varepsilon_\infty E+4\pi Z_q^Tu/\Omega=0$. The force $Z_qE$ then adds $4\pi Z_qZ_q^T/(\Omega\varepsilon_\infty)$ to $C$. In mass-weighted form, with $s=M^{-1/2}Z_q$,

$$D_{LO}=D+\frac{4\pi}{\Omega\varepsilon_\infty}ss^T .$$

On the optical space $D$ can be inverted, and the ratio of determinants is that of the matrix $\mathbf 1+\frac{4\pi}{\Omega\varepsilon_\infty}D^{-1}ss^T$. The added matrix has rank one, so all eigenvalues but one equal 1, and the determinant is

$$\prod\frac{\omega_{LO}^2}{\omega_{TO}^2}=1+\frac{4\pi}{\Omega\varepsilon_\infty}s^TD^{-1}s=\frac{\varepsilon(0)}{\varepsilon_\infty}.$$

The last equality holds because $\frac{4\pi}{\Omega}s^TD^{-1}s$ is the static mode sum. For $^{16}$O the longitudinal energies are 0.06395 and 0.15871 eV, and the two squared ratios are $1.300\times1.411=1.834$. For $^{18}$O they are 0.06079 and 0.15328 eV, giving $1.289\times1.423=1.834$. Both agree with $3.852/2.1$.

**Q.** Heavier nuclei have less zero-point motion. Does quantum mechanics not bring the mass back?

**A.** Not for harmonic forces. For a coordinate $y$ with mass $\mu$, spring $k$ and static force $f$, completing the square gives

$$\frac{p_y^2}{2\mu}+\frac k2y^2-fy=\frac{p_y^2}{2\mu}+\frac k2\Big(y-\frac fk\Big)^2-\frac{f^2}{2k}.$$

This is the original oscillator with its centre moved to $f/k$ and every level lowered by the same amount. The thermal populations are unchanged, and the mean displacement is $f/k$ for every mass and temperature. Applied to each normal mode, this is the static sum above.

**Q.** So when does a downward shift signal a larger permittivity?

**A.** When softer springs cause it. Keep the masses, charges, cell and $\varepsilon_\infty$ fixed, and multiply all force constants by 0.9116. The low band then falls by the same 4.5 percent as with $^{18}$O. Since $C^+$ scales inversely, the ionic part becomes $1.7518/0.9116=1.922$, a rise of 9.7 percent, and $\varepsilon(0)$ goes from 3.85 to 4.02. The position of the low band alone does not tell the two causes apart, but its strength does: $p_mp_m^T$ stays fixed when all springs soften by one factor, and falls by 11.5 percent with $^{18}$O.

**Q.** My capacitor works at finite frequency, with real bonds. How large are the leftover isotope effects?

**A.** First take the frequency. Write $u=u_0+\omega^2u_1$ in $(C-\omega^2M)u=ZE$. Second order in $\omega$ requires $Cu_1=Mu_0$, which is solvable if $u_0$ is chosen with its centre of mass at rest. The added term in $E^TZ^Tu$ is $\omega^2u_0^TCu_1=\omega^2u_0^TMu_0$, which contains the masses. In terms of bands it is each share times $(\omega/\omega_m)^2$. At 100 GHz the photon energy is $4.136\times10^{-4}$ eV, and the rise is $0.9445\times5.44\times10^{-5}+0.8073\times9.6\times10^{-6}=5.9\times10^{-5}$ in $\varepsilon$. The isotope changes only a fraction of that.

Next, anharmonicity. Let one oxygen move quantum mechanically between two fixed Si atoms. Keep the transverse springs and replace each stretching spring by a Morse bond of equal curvature with range parameter 1.6 Å$^{-1}$. Put the thermal susceptibilities in place of $1/2k_s$ and $1/2k_t$ in the closed formula. At 300 K the ionic part is 1.7474 for $^{16}$O and 1.7471 for $^{18}$O, a change of $-0.015$ percent. Enlarging the basis from 9 to 11 functions per direction moves this change by $4\times10^{-5}$ percentage points. At 400 K the $^{16}$O value is 1.7447.

The heavier isotope lies slightly farther from the harmonic 1.7518, although it has less zero-point motion. This is possible because two effects compete. Let the oxygen move by $s$ along the link and by $\rho$ across it, and let $d$ be the bond length and $\alpha$ the range parameter. The two bonds lengthen by $\delta_\pm=\pm s+\rho^2/[2(d\pm s)]$ to the order needed, and each stores $\tfrac12k_s(\delta^2-\alpha\delta^3+\dots)$. Their sum contains the terms $k_s\rho^4/(4d^2)$ and $-k_s[1/d^2+3\alpha/(2d)]s^2\rho^2$. Transverse fluctuations therefore stiffen the transverse motion, and stretching fluctuations soften it. Reducing both need not bring the result closer to the harmonic value. The smallness of the change belongs to a stiff network such as this one. Near a ferroelectric instability, as in SrTiO$_3$ at low temperature, anharmonic quantum motion is decisive and $^{18}$O can change the permittivity strongly.

Finally, the volume. Let $v$ be the volume relative to that without zero-point motion, $B$ the bulk modulus and $\gamma=-d\ln\omega/d\ln v$, taken equal for all modes. Minimizing $\tfrac12B\Omega(v-1)^2+E_0v^{-\gamma}$ gives

$$B\Omega(v-1)=\gamma E_0v^{-\gamma-1}.$$

The zone-centre modes give $E_0=0.5746$ eV per cell for $^{16}$O and 0.5533 eV for $^{18}$O. With a rough $B=0.23$ eV/Å$^3$ and a deliberately large $\gamma=1$, the cell shrinks by 0.088 percent. At fixed charges the ionic part scales as $v^{-1}$ from the prefactor and $v^{2\gamma}$ from the softer springs, so for $\gamma=1$ it also falls by 0.088 percent. This is an estimate of size for zero temperature, since $\gamma$ varies from mode to mode. At 300 K the thermal energy of the same modes offsets part of the difference, and the shrinkage drops to about 0.064 percent. Averaging over all wave vectors of the spring model, acoustic branches included, moves either value by less than 0.003 percentage points. Corrections to adiabatic electrons are governed by the electron-to-nucleus mass ratio, $3.4\times10^{-5}$ for oxygen. One further effect is not estimated here: $\varepsilon_\infty$ and the Born charges vary as the nuclei vibrate, so their averages also depend on the isotope.

**Q.** How close is this model to the oxide in an interconnect stack?

**A.** Dense silica has a static permittivity of roughly 3.9, an optical one of roughly 2.1, and main infrared bands roughly near 450, 800 and 1100 cm$^{-1}$. The parameters were chosen to lie in that regime, so the agreement of 3.85, 452 and 1078 cm$^{-1}$ is no prediction. The model has no polar band near 800 cm$^{-1}$; that band carries more Si motion and is expected to shift less with $^{18}$O, by only 1 to 2 percent in a bent-link central-force model. Real links are bent and disordered, which changes $C$ and $Z$ but not the argument. The transverse bond springs are not rotationally invariant; that is harmless for these zone-centre modes but would spoil elastic properties.

In porous low-k films another assumption can fail, namely that the atoms only make small displacements about fixed sites. Adsorbed water adds dipoles that reorient. Suppose liquid water of permittivity about 80 filled empty pores that take up one percent of the volume. If the pores were columns parallel to the field, averaging at equal field would add $0.01\times(80-1)\approx0.8$ to $\varepsilon$. That geometry gives the largest effect. The same water in isolated spherical pores would add only about 0.1, and confined water may respond less. Even that is a few percent of $\varepsilon$, while the isotope effects estimated above are 0.1 percent or less. A capacitance comparison of your two films therefore needs equal water content, density and thickness: a one percent thickness error looks like a one percent change of permittivity. The numerical output below lists the main values of the model.

## Computed values

```
lattice constant 7.2 A, Si-O bond 1.5588 A
cell volume 93.312 A^3
k_s 24.0, k_t 4.0 eV/A^2
O charges along -3.0, across -1.4 e
Si charge 3.8667 e; eps_inf 2.1
4 pi e^2/volume = 1.93921 eV/A^2
ionic part from stretch 0.48480
ionic part from transverse springs 1.26695
ionic permittivity, closed form 1.75175
ionic permittivity, relaxed atoms 1.75175
static permittivity 3.85175
[16O,28Si] ionic permittivity, mode sum 1.75175
  strength sum 0.017385 eV^2
  TO 0.056087, 0.133621 eV
  TO 452.4, 1077.7 1/cm
  shares 0.94448, 0.80727
  LO 0.063951, 0.158710 eV
  product of (LO/TO)^2 1.83417
[18O,28Si] ionic permittivity, mode sum 1.75175
  strength sum 0.016415 eV^2
  TO 0.053550, 0.128480 eV
  TO 431.9, 1036.3 1/cm
  shares 0.91657, 0.83518
  LO 0.060788, 0.153284 eV
  product of (LO/TO)^2 1.83417
[16O,30Si] ionic permittivity, mode sum 1.75175
  strength sum 0.016807 eV^2
  TO 0.055674, 0.132197 eV
  TO 449.0, 1066.2 1/cm
  shares 0.96034, 0.79141
  LO 0.063644, 0.156616 eV
  product of (LO/TO)^2 1.83417
[one 18O] ionic permittivity, mode sum 1.75175
  strength sum 0.017142 eV^2
  number of polar TO energies 6
18O shift, low TO -4.522 %
18O shift, high TO -3.848 %
spring factor for same low-TO drop 0.91160
ionic permittivity, softer springs 1.92162
100 GHz photon 4.136e-04 eV
permittivity rise at 100 GHz 5.91e-05
Morse range parameter 1.6 1/A
anharmonic ionic part, 16O, 300 K 1.74740
anharmonic ionic part, 18O, 300 K 1.74714
anharmonic ionic part, 16O, 400 K 1.74471
anharmonic 18O change, 300 K -0.0148 %
  shift, basis 9 to 11 3.9e-05 %
bulk modulus 0.23 eV/A^3, Grueneisen 1.0
zero-point energy 16O 0.57456 eV/cell
zero-point energy 18O 0.55331 eV/cell
18O volume change -0.0876 %
ionic part change from volume -0.0876 %
electron/16O mass ratio 3.43e-05
```
